# Breit–Rabi levels for J = 1/2 and any nuclear spin

An atom has an isolated electronic level with total electronic angular momentum \(J=1/2\) and a nucleus of spin \(I\ge 1/2\). It sits in a static magnetic field \(B\) along \(z\). The spin operators \(\mathbf I\) and \(\mathbf J\) are dimensionless: their components have eigenvalues \(m_I\) and \(m_J\), without a factor \(\hbar\). The electronic magnetic moment is \(-g_J\mu_B\mathbf J\) and the nuclear one is \(+g_N\mu_N\mathbf I\), where \(\mu_B\) and \(\mu_N\) are the Bohr and nuclear magnetons. A moment \(\boldsymbol\mu\) has energy \(-\boldsymbol\mu\cdot\mathbf B\), so

\[
H=A\,\mathbf I\cdot\mathbf J+b_eJ_z-b_nI_z,\qquad b_e=g_J\mu_BB,\quad b_n=g_N\mu_NB .
\]

The hyperfine constant \(A\neq0\) is an energy and may have either sign. Energies are measured from the level without hyperfine structure and field. "Isolated" means that mixing with other electronic levels is neglected; terms quadratic in \(B\) are left out as well. The model therefore fails when the field or the hyperfine coupling is strong enough for either to matter. For scale: at 2 T the diamagnetic shift, common to all sublevels, is about 0.1 MHz for the ground state of hydrogen and about 1 MHz for that of sodium. A \(p_{1/2}\) level lying 516 GHz below its \(p_{3/2}\) partner is pushed down by about 0.85 MHz at 0.1 T and by 330 to 340 MHz at 2 T. The digits given in (g) are those of the model, not of a real atom.

**(a) Why is there no nuclear quadrupole term in \(H\)? Show that \(M=m_I+m_J\) is conserved, and find the sizes of the blocks into which \(H\) splits.**

*Solution.* The quadrupole energy couples the nucleus to the electric field gradient, a symmetric tensor with zero trace. Within one \(J\) level, rotational symmetry makes this tensor proportional to the one built from the components of \(\mathbf J\),

\[
J_aJ_b+J_bJ_a-\tfrac23\,\delta_{ab}\,\mathbf J^2 .
\]

For \(J=1/2\) we have \(J_a=\sigma_a/2\), with Pauli matrices that obey \(\sigma_a\sigma_b+\sigma_b\sigma_a=2\delta_{ab}\). The first two terms give \(\delta_{ab}/2\). Since \(\mathbf J^2=3/4\), the last term gives \(-\delta_{ab}/2\). The tensor vanishes, and the quadrupole term with it.

For the conservation law, introduce \(I_\pm=I_x\pm iI_y\) and \(J_\pm=J_x\pm iJ_y\). Then \(I_xJ_x+I_yJ_y=\tfrac12(I_+J_-+I_-J_+)\), and

\[
\mathbf I\cdot\mathbf J=I_zJ_z+\tfrac12\,(I_+J_-+I_-J_+).
\]

The first term changes neither quantum number. Each ladder term raises one by 1 and lowers the other by 1, which leaves \(M\) unchanged. The field terms are diagonal. Hence \(H\) has no matrix element between states of different \(M\).

The values of \(M\) run from \(-(I+\tfrac12)\) to \(I+\tfrac12\) in steps of 1, which makes \(2I+2\) values. A given \(M\) can be formed in two ways,

\[
|1\rangle=|m_J=+\tfrac12,\;m_I=M-\tfrac12\rangle,\qquad
|2\rangle=|m_J=-\tfrac12,\;m_I=M+\tfrac12\rangle ,
\]

provided that both values of \(m_I\) lie between \(-I\) and \(I\). This requires \(|M|\le I-\tfrac12\). At the two ends, \(M=\pm(I+\tfrac12)\), one state is left. These are the stretched states, with both spins along the field or both against it. There are thus \(2I\) blocks of size two and two of size one. The count \(2\cdot2I+2=2(2I+1)\) is the dimension of the whole space.

**(b) Write the two-by-two block for \(|M|\le I-\tfrac12\). Express it through the mean of its diagonal entries, half their difference, and the coupling.**

*Solution.* Inserting the quantum numbers of \(|1\rangle\) and \(|2\rangle\) gives

\[
\begin{aligned}
H_{11}&=\tfrac A2\left(M-\tfrac12\right)+\tfrac{b_e}2-b_n\left(M-\tfrac12\right),\\
H_{22}&=-\tfrac A2\left(M+\tfrac12\right)-\tfrac{b_e}2-b_n\left(M+\tfrac12\right).
\end{aligned}
\]

In the sum, the terms \(\pm AM/2\) and \(\pm b_e/2\) cancel, and so do the terms \(\pm b_n/2\). What remains is \(-A/2-2b_nM\), so the mean is

\[
\bar E=-\tfrac A4-b_nM .
\]

In the difference \(H_{11}-H_{22}\), the hyperfine parts add to \(AM\), the electronic parts to \(b_e\), and the nuclear parts to \(-b_n(M-\tfrac12)+b_n(M+\tfrac12)=b_n\). Half the difference is

\[
\delta=\tfrac12\,(AM+b),\qquad b=b_e+b_n .
\]

The nuclear term enters here with a plus sign although it has a minus sign in \(H\). The reason is that \(|1\rangle\) has the smaller \(m_I\).

The coupling comes from \(\tfrac A2I_-J_+\), which takes \(|2\rangle\) to \(|1\rangle\). With \(J_+|-\tfrac12\rangle=|+\tfrac12\rangle\) and \(I_-|m\rangle=\sqrt{I(I+1)-m(m-1)}\,|m-1\rangle\) at \(m=M+\tfrac12\),

\[
V=\tfrac A2\sqrt{I(I+1)-(M+\tfrac12)(M-\tfrac12)}
=\tfrac A2\sqrt{(I+\tfrac12)^2-M^2}.
\]

The last form uses \(I(I+1)+\tfrac14=(I+\tfrac12)^2\). The block is

\[
\begin{pmatrix}\bar E+\delta&V\\V&\bar E-\delta\end{pmatrix}.
\]

**(c) Find its eigenvalues. Use the zero-field levels to define a dimensionless field, and attach to each eigenvalue the total angular momentum \(F\) of the zero-field level from which it grows.**

*Solution.* The characteristic equation is \((\bar E+\delta-E)(\bar E-\delta-E)-V^2=0\), or \((E-\bar E)^2=\delta^2+V^2\). Inserting \(\delta\) and \(V\),

\[
4(\delta^2+V^2)=A^2M^2+2AMb+b^2+A^2(I+\tfrac12)^2-A^2M^2 .
\]

The terms in \(M^2\) cancel, so that

\[
E=\bar E\pm\tfrac12\sqrt{A^2(I+\tfrac12)^2+2AMb+b^2}.
\]

At zero field, \(\mathbf F=\mathbf I+\mathbf J\) is conserved. Squaring it gives \(\mathbf I\cdot\mathbf J=\tfrac12[F(F+1)-I(I+1)-\tfrac34]\). For \(F=I+\tfrac12\) we have \(F(F+1)=I^2+2I+\tfrac34\); for \(F=I-\tfrac12\) we have \(F(F+1)=I^2-\tfrac14\). The energies are therefore

\[
E_{I+1/2}=\tfrac{AI}2,\qquad E_{I-1/2}=-\tfrac{A(I+1)}2 .
\]

Define \(W\) as their signed difference, and measure the field by \(x\):

\[
W=E_{I+1/2}-E_{I-1/2}=A(I+\tfrac12),\qquad x=\frac{b}{W}=\frac{(g_J\mu_B+g_N\mu_N)B}{W}.
\]

Since \(A=2W/(2I+1)\), we have \(A/4=W/[2(2I+1)]\) and \(2AMb=4MxW^2/(2I+1)\). Taking \(W^2\) out of the root gives the Breit–Rabi formula

\[
E_{F=I\pm1/2,\,M}=-\frac{W}{2(2I+1)}-b_nM\pm\frac W2\sqrt{1+\frac{4Mx}{2I+1}+x^2}.
\]

Here \(W\) keeps its sign and the root is positive. At \(x=0\) the upper sign gives \(-A/4+A(I+\tfrac12)/2=AI/2\), the level \(F=I+\tfrac12\), for either sign of \(A\).

The labels must also survive at finite field. With \(c=2M/(2I+1)\), the radicand is

\[
R^2=1+2cx+x^2=(x+c)^2+1-c^2 .
\]

In a two-state block \(|c|\le(2I-1)/(2I+1)<1\), so \(R^2>0\). The two levels never meet, and each can be followed continuously from zero field. At finite field \(F\) names the origin of a level in such a block; in general it is no longer a good quantum number there.

The nuclear Zeeman term appears in two places: inside \(x\) and in \(-b_nM\). The second part shifts both levels of a block equally and drops out of their separation \(|W|R\).

**(d) Find the energies of the two stretched states. Can the formula of (c) be used for them, and with which sign of the root?**

*Solution.* Let \(M=\sigma(I+\tfrac12)\) with \(\sigma=\pm1\), so that \(m_J=\sigma/2\) and \(m_I=\sigma I\). Both ladder terms give zero, because each would push one of the spins beyond its end value. With \(m_Im_J=I/2\),

\[
E=\frac{AI}2+\sigma\left(\frac{b_e}2-Ib_n\right).
\]

This is exactly linear in the field within the model: the state has no partner with the same \(M\), and nothing can bend the line.

To compare with (c), write \(AI/2=-A/4+W/2\). Adding and subtracting \(\sigma b_n/2\) in the field term gives

\[
\sigma\left(\frac{b_e}2-Ib_n\right)=\frac{\sigma(b_e+b_n)}2-\sigma(I+\tfrac12)b_n=\frac{\sigma Wx}2-b_nM .
\]

Hence

\[
E=-\frac W{2(2I+1)}-b_nM+\frac W2\,(1+\sigma x).
\]

In the formula of (c), \(4M/(2I+1)\) becomes \(2\sigma\), and the radicand becomes \(1+2\sigma x+x^2=(1+\sigma x)^2\). The sign rule follows: for a stretched state take the upper sign, and replace the root by \(1+\sigma x\), not by \(|1+\sigma x|\).

The two choices agree as long as \(\sigma x\ge-1\). For \(\sigma x<-1\) we have \(\sigma x=-|x|\), and the positive root with the upper sign gives an energy that differs from the true one by

\[
\frac W2\big[|1+\sigma x|-(1+\sigma x)\big]=-W(1+\sigma x)=W(|x|-1).
\]

Since \(-|1+\sigma x|=1+\sigma x\) in this range, one may instead keep the positive root and switch to the lower sign at \(\sigma x=-1\). The switch belongs to the notation; nothing happens to the atom there.

For \(b>0\) and \(A>0\), the state concerned is \(M=-(I+\tfrac12)\). For \(b>0\) and \(A<0\), \(x\) is negative and the state is \(M=+(I+\tfrac12)\).

The origin of the difficulty can be seen by setting \(c=\sigma\) in (c). The two signs then describe two straight lines that cross at \(\sigma x=-1\). One line is the stretched state; the other belongs to no state. A positive root joins half of one line to half of the other and produces a false kink.

**(e) In a two-state block, what is the probability of finding \(m_J=+\tfrac12\)? At which field are the two levels closest?**

*Solution.* Let \(\lambda=E-\bar E\), so that \(\lambda^2=\delta^2+V^2\), and let \((v_1,v_2)\) be the eigenvector. Its first row reads \((\delta-\lambda)v_1+Vv_2=0\), hence \(v_2/v_1=(\lambda-\delta)/V\). The probability of \(|1\rangle\) is

\[
p=\frac{V^2}{V^2+(\lambda-\delta)^2}.
\]

In the numerator, \(V^2=\lambda^2-\delta^2=(\lambda-\delta)(\lambda+\delta)\). The denominator is \(V^2+\lambda^2-2\lambda\delta+\delta^2=2\lambda(\lambda-\delta)\). The common factor is nonzero because \(V\ne0\), and it cancels: \(p=\tfrac12(1+\delta/\lambda)\). From \(AM=Wc\) and \(b=Wx\) we have \(\delta=\tfrac W2(x+c)\), while \(\lambda=\pm\tfrac W2R\). Therefore

\[
p_{F=I\pm1/2}=\frac12\left[1\pm\frac{x+c}{R}\right].
\]

As \(x\to+\infty\), the level from \(F=I+\tfrac12\) becomes \(m_J=+\tfrac12\) and its partner \(m_J=-\tfrac12\). As \(x\to-\infty\), the roles are exchanged.

The separation \(|W|R=|W|\sqrt{(x+c)^2+1-c^2}\) is smallest at \(x=-c\), where it equals \(|W|\sqrt{1-c^2}\). There \(\delta=0\): the diagonal energies of the two product states are equal, and the coupling alone separates the levels. Both levels then have \(p=\tfrac12\). Since the separation is stationary at this point, a small change of field alters it only in second order. In terms of \(b\) the point is \(b=-AM\). For \(b>0\) it is reached only if \(AM<0\); if \(AM\ge0\), the levels are closest at zero field and move apart as \(b\) grows.

**(f) Obtain the weak-field and strong-field limits.**

*Solution.* For \(|x|\ll1\), \(R\approx1+cx\). The linear part of the root term is \(\pm\tfrac12Wcx=\pm Mb/(2I+1)\). The slope of the energy at zero field is

\[
\frac{dE}{dB}=M\left[\pm\frac{g_J\mu_B+g_N\mu_N}{2I+1}-g_N\mu_N\right].
\]

The upper sign holds also for the stretched states, with \(c=\sigma\). To first order in \(B\), each level with \(F>0\) splits into \(2F+1\) equally spaced sublevels, unless the bracket happens to vanish; the level \(F=0\), which occurs for \(I=\tfrac12\), is a single state with zero slope. For \(I\ge1\) and the same \(M\ne0\), the slopes for the two values of \(F\) have opposite signs when the first term dominates, because \(\mathbf J\) points on average along \(\mathbf F\) in the level \(F=I+\tfrac12\) and against it in the level \(F=I-\tfrac12\).

For large positive \(x\), expand the root about \(x+c\):

\[
R\approx x+c+\frac{1-c^2}{2(x+c)} .
\]

With \(Wx=b\) and \(Wc=AM\),

\[
E\approx-\frac A4-b_nM\pm\frac{b_e+b_n}2\pm\frac{AM}2\pm\frac{W(1-c^2)}{4(x+c)} .
\]

Now set \(m_J=\pm\tfrac12\) and \(m_I=M\mp\tfrac12\). Then \(b_em_J-b_nm_I=\pm\tfrac12(b_e+b_n)-b_nM\), and \(Am_Im_J=\pm\tfrac12AM-\tfrac14A\). The first four terms are thus

\[
b_em_J-b_nm_I+Am_Im_J ,
\]

the energy of a product state. In this limit \(m_J\) and \(m_I\) are separately good quantum numbers, apart from an admixture of the other product state with probability of about \(V^2/b^2\), and to this order the hyperfine coupling acts through its diagonal part. To leading order in \(1/x\) the remaining term is \(\pm W(1-c^2)/(4x)\). It equals \(\pm V^2/b\), since \(V^2=W^2(1-c^2)/4\): this is the second-order repulsion of two states a distance \(|b|\) apart, to leading order. For large negative \(x\), as with \(A<0\) and \(b>0\), the root is \(R\approx-(x+c)-(1-c^2)/[2(x+c)]\), so the level \(F=I\pm\tfrac12\) has \(m_J=\mp\tfrac12\). The product-state energy keeps its form, and in both cases the remaining term is \(2m_JV^2/b\) to leading order.

**(g) Take \(I=3/2\), \(A/h=1000\) MHz and \(g_J=g_N=2\). Work out the block \(M=-1\) and the state \(M=-2\) at 0.1 T, and compare the limits of (e) and (f) with numbers.**

*Solution.* These are round model parameters. Energies are given as \(E/h\) in MHz, because atomic units are unnatural here: the zero-field splitting is \(W/h=1000\cdot2=2000\) MHz, or \(3.04\times10^{-7}\) hartree. Unrounded values are carried through the arithmetic.

At 0.1 T, \(b_e/h=2799.25\) MHz and \(b_n/h=1.52\) MHz, so \(x=2800.77/2000=1.4004\). For \(M=-1\), in MHz,

\[
\begin{aligned}
H_{11}/h&=-750+1399.62+2.29=651.91,\\
H_{22}/h&=250-1399.62+0.76=-1148.86,\\
V/h&=500\sqrt{4-1}=866.03 .
\end{aligned}
\]

The mean is \(-248.48\) and half the difference is \(900.39\). The root is \(\sqrt{900.39^2+866.03^2}=1249.28\), and the levels lie at

\[
-248.48\pm1249.28=1000.80\ \text{and}\ -1497.75\ \text{MHz}.
\]

The upper one has \(p=\tfrac12(1+900.39/1249.28)=0.860\), already mostly \(m_J=+\tfrac12\).

For the stretched state \(M=-2\), (d) gives

\[
E/h=750-1399.62+2.29=-647.34\ \text{MHz},
\]

or \(-9.84\times10^{-8}\) hartree. Here \(1+\sigma x=1-x=-0.4004\) is negative. The positive root with the upper sign would give \(+153.44\) MHz, too high by \(2000\cdot0.4004=800.77\) MHz. Leaving out the nuclear Zeeman term would give \(-649.62\) MHz, too low by \(Ib_n/h=2.29\) MHz. All levels in MHz, at a field below and a field above \(x=1\) (0.0714 T), are:

| \(M\) | \(F=2\), 0.02 T | \(F=2\), 0.1 T | \(F=1\), 0.02 T | \(F=1\), 0.1 T |
|---|---|---|---|---|
| 2 | 1029.47 | 2147.34 | – | – |
| 1 | 915.25 | 1836.89 | −1415.86 | −2339.94 |
| 0 | 788.48 | 1470.78 | −1288.48 | −1970.78 |
| −1 | 643.82 | 1000.80 | −1143.21 | −1497.75 |
| −2 | 470.53 | −647.34 | – | – |

For \(M=-1\), \(c=-\tfrac12\). The smallest separation occurs at \(x=\tfrac12\), which is 0.0357 T, and equals \(2000\sqrt{3/4}=1732.05\) MHz.

The zero-field slopes for \(M=1\) are \(28007.73/4-15.25=6986.69\) MHz/T for \(F=2\) and \(-28007.73/4-15.25=-7017.18\) MHz/T for \(F=1\). Their magnitudes differ by twice the nuclear term.

At 2 T, \(x=28.01\). The upper \(M=-1\) level lies at 27301.85 MHz and the product-state energy is 27288.23 MHz. The remainder is 13.63 MHz, against \(2000\cdot0.75/(4\cdot28.01)=13.39\) MHz from the leading correction. Keeping \(x+c=27.51\) in the denominator, as in (f), gives 13.63 MHz and accounts for the difference at this precision.

The numerical check compares the formulas with diagonalization of the full matrix for several \(I\), both signs of \(A\) and both signs of the nuclear moment.

## Computed values

```
nuclear spin I = 1.5, A/h = 1000.0 MHz, g_J = 2.0, g_N = 2.0
mu_B/h = 13996.2449 MHz/T, mu_N/h = 7.622593 MHz/T
g_J mu_B/h = 27992.4898 MHz/T, g_N mu_N/h = 15.245186 MHz/T
zero-field energies: F=2 750.000 MHz, F=1 -1250.000 MHz
zero-field splitting W/h = 2000.000 MHz = 3.039660e-07 hartree
field where x = 1: 0.071409 T
B = 0.02 T: b_e/h = 559.8498 MHz, b_n/h = 0.3049 MHz, x = 0.280077
B = 0.1 T: b_e/h = 2799.2490 MHz, b_n/h = 1.5245 MHz, x = 1.400387
levels E/h in MHz: formula at 0.02 T, formula at 0.1 T, matrix at 0.1 T
  F=2 M=+2:   1029.4675   2147.3377   2147.3377
  F=2 M=+1:    915.2510   1836.8887   1836.8887
  F=2 M=+0:    788.4813   1470.7798   1470.7798
  F=2 M=-1:    643.8182   1000.8028   1000.8028
  F=2 M=-2:    470.5325   -647.3377   -647.3377
  F=1 M=+1:  -1415.8609  -2339.9377  -2339.9377
  F=1 M=+0:  -1288.4813  -1970.7798  -1970.7798
  F=1 M=-1:  -1143.2084  -1497.7538  -1497.7538
block M = -1 at 0.1 T, entries in MHz:
  H11 = 651.9113, H22 = -1148.8622, H12 = 866.0254
  mean = -248.4755 MHz, half-difference = 900.3868 MHz
  half-gap = 1249.2783 MHz
  population of m_J=+1/2 in F=2 level = 0.860363
stretched M = -2 at 0.1 T:
  1 - x = -0.400387
  true E/h = -647.3377 MHz = -9.838432e-08 hartree
  false E/h from positive root = 153.4358 MHz
  error of positive root = 800.7735 MHz
  E/h without nuclear Zeeman term = -649.6245 MHz
  shift by nuclear Zeeman term = 2.2868 MHz
weak-field slope for F=2, M=+1: 6986.689 MHz/T
weak-field slope for F=1, M=+1: -7017.179 MHz/T
smallest M=-1 gap: 1732.0508 MHz at B = 0.035704 T, x = 0.50000
  population of m_J=+1/2 there = 0.50000
strong field, B = 2.0 T, x = 28.0077, F=2 M=-1:
  exact E/h = 27301.8545 MHz
  product-state E/h = 27288.2254 MHz
  remainder = 13.6292 MHz, leading correction = 13.3892 MHz
largest formula-matrix difference in general test = 7.3e-12 MHz
```
